Magnetic field for repeated electron heating at one capacitive sheath

**Problem**

A capacitive discharge between parallel plates is driven at f = 13.56 MHz. A weak, uniform magnetic field B is applied parallel to the electrodes. An electron leaves one sheath edge along the normal, just after the advancing edge has struck it and raised its speed. The field bends its path back to the same sheath.

(a) What is the largest B at which the electron meets the edge at the same RF phase on every return, so that it is accelerated each time?

(b) In a 6.2 cm gap, how many such kicks does an electron that starts with 1 eV receive before it reaches the opposite sheath, if each comes when the edge advances at full speed?

(c) Does the condition found in (a) describe a whole thermal population?

Treat the edge as a hard, specularly reflecting plane in sinusoidal motion, and neglect collisions at first. SI and engineering units are used.

**A tempting solution**

An electron in a magnetic field gyrates at the angular frequency

ω_c = eB/m.

After one full gyration it has its old velocity again. For it to find the sheath at the same phase, the gyration must last one RF period T = 1/f:

2π/ω_c = 2π/ω, so ω_c = ω and B = mω/e = 0.484 mT.

This is the ordinary cyclotron resonance, and it would be the right field for an electron gyrating freely in a uniform oscillating electric field perpendicular to B.

**Where it fails**

The electron here does not complete its circle. It starts on the sheath edge, and a circle that leaves a plane along the normal has its centre on that plane. Half of the circle lies in the plasma and the other half lies behind the edge. The electron is therefore reflected after half a gyration.

At ω_c = ω this return takes T/2. An edge that was advancing at full speed is by then retreating at full speed, and it takes back the energy it gave. The time to be compared with T is the time between encounters with the edge, so the orbit must be worked out with the edge in place.

**The orbit and the return time**

Let x point from the sheath into the plasma and let B point along z. For charge −e the equation of motion is m dv/dt = −e v × B. Since v × B = (v_y B, −v_x B, 0),

dv_x/dt = −ω_c v_y,
dv_y/dt = ω_c v_x.

Let the launch velocity at x = 0 be (u, w) with u > 0, and let θ = ω_c t. The solution is

v_x = u cos θ − w sin θ,
v_y = w cos θ + u sin θ.

Integrating v_x from x = 0 gives

x = [u sin θ − w(1 − cos θ)]/ω_c.

To find the return, use sin θ = 2 sin(θ/2) cos(θ/2) and 1 − cos θ = 2 sin²(θ/2). Then x = 0 requires

2 sin(θ/2) [u cos(θ/2) − w sin(θ/2)] = 0.

The first factor vanishes at launch and after a full turn. The second vanishes earlier. Write u = v sin φ and w = v cos φ, where φ, between 0 and π, is the angle of the launch velocity from the y axis. The bracket becomes v sin(φ − θ/2), so the first return is at

θ = 2φ.

Inserting this in the velocities gives v_x = v sin(φ − 2φ) = −u and v_y = v cos(φ − 2φ) = w. The electron comes back with its normal velocity reversed and its tangential velocity unchanged.

For normal launch w = 0 and φ = π/2, so θ = π and the return time is π/ω_c.

**(a) The resonance field**

The same edge phase recurs if the return takes a whole number n of RF periods:

π/ω_c = nT = 2πn/ω, so ω_c = ω/(2n).

The largest field belongs to n = 1:

B = mω/(2e) = πmf/e.

With ω = 8.520 × 10⁷ rad/s, ω_c = 4.260 × 10⁷ rad/s and

B = (9.109 × 10⁻³¹ kg × 4.260 × 10⁷ s⁻¹)/(1.602 × 10⁻¹⁹ C) = 2.422 × 10⁻⁴ T.

The answer is 0.242 mT, or 2.42 G, half the tempting value. A search for the field at which a numerically integrated 5 eV orbit returns after one period gives the same 0.2422 mT. The field is proportional to f and, for normal launch, independent of electron energy: a faster electron describes a larger semicircle in the same time. The next resonance, n = 2, lies at 0.121 mT.

**What each encounter does**

Let the edge move with velocity V, positive into the plasma. An electron arriving with v_x = −u has velocity −u − V relative to the edge. Reflection reverses this to u + V, and adding V restores the original frame:

u → u + 2V.

An advancing edge gives energy and a retreating one removes it. Equal phase alone is therefore not enough for heating; the repeated phase must be one of advance.

The bulk electrons also move, because they carry the RF current. Let the edge displacement be s₀ sin ωt, the density at the edge n_s and the bulk density n_b, with a thin transition between them. Continuity of electron current requires the bulk displacement ξ to satisfy

n_b dξ/dt = n_s ds/dt, so ξ = (n_s/n_b) s₀ sin ωt.

In this model the bulk electric field is uniform. It appears identically in the equations of motion of the test electron and of a cold bulk electron. When one is subtracted from the other the electric field cancels, and the relative motion is the gyration already solved. The bulk field thus leaves the resonance field unchanged. What counts is the motion of the edge relative to the bulk, with amplitude and peak speed

a = s₀(1 − n_s/n_b), V₀ = ωa.

From here on, positions, speeds and energies refer to this bulk frame.

At resonance, launch an electron with w = 0 at t = 0, when the edge is at x = 0 and advancing at V₀. Since ω_c = ω/2, its position is (u/ω_c) sin(ωt/2), while the edge is at

a sin ωt = 2a sin(ωt/2) cos(ωt/2).

The electron stays ahead throughout the period if u/ω_c > 2a, that is, if u > 2aω_c = V₀. It then meets the edge at t = T, again at x = 0 and again advancing at V₀. Each period adds 2V₀ to u.

At the tempting field, ω_c = ω, the electron is at (u/ω) sin ωt. For u > V₀ it meets the edge at t = T/2, where V = −V₀, and loses 2V₀. During the next half period the edge lies behind x = 0. The electron meets it again at t = T, where V = V₀, and regains the 2V₀. Gain and loss alternate and nothing accumulates.

**(b) The number of kicks**

Take rough values for a low-pressure argon discharge: s₀ = 5.0 mm, n_s = 5 × 10¹⁴ m⁻³ and n_b = 2.5 × 10¹⁵ m⁻³. Then n_s/n_b = 0.20, and

a = 5.0 mm × 0.80 = 4.0 mm,
V₀ = 8.520 × 10⁷ s⁻¹ × 4.0 × 10⁻³ m = 3.408 × 10⁵ m/s.

Each best-phase kick adds 2V₀ = 6.82 × 10⁵ m/s. For w = 0 the farthest point of the orbit is at θ = π/2, a distance u/ω_c from the sheath. Starting from 1 eV:

- before any kick: 5.93 × 10⁵ m/s, 1.00 eV, reach 1.39 cm;
- after one kick: 1.275 × 10⁶ m/s, 4.62 eV, reach 2.99 cm;
- after two kicks: 1.956 × 10⁶ m/s, 10.9 eV, reach 4.59 cm;
- after three kicks: 2.638 × 10⁶ m/s, 19.8 eV, reach 6.19 cm.

The energy gain per kick grows, because the same addition to u is made at a higher speed.

The mean sheath edges are d = 6.2 − 2 × 0.5 = 5.2 cm apart. The opposite edge moves by 0.4 cm about its mean position, so it comes no closer than 4.8 cm. After two kicks the electron still turns back before it. The third kick sends it across. The answer to (b) is three kicks, the last of which ends the one-sided sequence. At a weaker advancing phase each kick adds less, and the electron can receive more of them before it crosses.

In general the sequence ends once a kick has raised u to roughly ω_c d or beyond. At resonance this threshold is the energy

½m(ωd/2)² ≈ 14 eV

for this gap. At fixed frequency this limit grows as d². A narrow gap therefore leaves little room for the resonance, even though the resonance field does not contain d.

**(c) A thermal population**

For oblique launch the return angle is 2φ, not π. The electrons leaving a plane from a Maxwellian population have a flux proportional to u exp[−m(u² + w²)/(2k_BT_e)] du dw. In polar form u = v sin φ and du dw = v dv dφ, so after integration over v the normalized angular distribution is

p(φ) = ½ sin φ, 0 < φ < π.

It is symmetric about π/2, so the mean return angle is π. For the spread, ∫φ² sin φ dφ = π² − 4 over this range, hence

⟨φ²⟩ − ⟨φ⟩² = (π² − 4)/2 − π²/4 = π²/4 − 2.

The standard deviation of θ = 2φ is twice the square root of this, √(π² − 8) = 1.37 rad. That is 44 percent of the mean. Half a gyration is the average return time of the thermal flux, but a poor prediction for any one electron in it.

At resonance the RF phase elapsed before return is β = ωθ/ω_c = 4φ. It lies within a quarter period of 2π if |φ − π/2| < π/8. The fraction of the flux that satisfies this is

½ ∫ sin φ dφ = sin(π/8) = 0.383.

For two successive kicks with edge velocities V₀ cos α and V₀ cos(α + β), where α is random, ⟨cos α cos(α + β)⟩ = ½⟨cos β⟩. Each kick changes u by twice the edge velocity, so the mean square of the total change is 4V₀²(1 + ⟨cos β⟩), if the edge displacement and the change of angle in the first kick are neglected. The correlation is

⟨cos 4φ⟩ = ½ ∫ sin φ cos 4φ dφ = ¼ ∫ (sin 5φ − sin 3φ) dφ = ¼(2/5 − 2/3) = −1/15.

A sample of 400,000 random velocities gives −0.068. With the launch angles of an unaccelerated thermal population, then, the average phase correlation gives no resonant advantage at this field. This is not the mean heating by two successive kicks in the example of (b): there 2V₀ is comparable to the thermal speed of 2 eV electrons, so the first kick changes the launch angle appreciably. The answer to (c) is still no, because the return times are too widely spread for one condition to describe them all.

**Why the resonance still appears**

The kicks act along x and leave v_y alone. Between kicks dv_y/dt = ω_c dx/dt. Hence

P = v_y − ω_c x

is conserved through the whole motion. At an encounter x lies between −a and a, so |w| cannot exceed |P| + ω_c a. While u grows, w stays bounded, and the launch direction turns towards the normal.

The phase error on return at resonance is 4φ − 2π = −4 arctan(w/u). For w = 5.93 × 10⁵ m/s, the thermal speed √(k_BT_e/m) at 2 eV, an equal u gives an error of 180°, the worst possible. At u = 1.956 × 10⁶ m/s the error is 67° for an edge at rest and about 59° for the moving edge, and the second kick has the same sign as a best-phase first one.

A smaller error per return is not enough, however, because P is fixed and the errors add up. For a fast electron launched at edge phase α, x = a sin α and ω_c a = V₀/2, so w = P + ½V₀ sin α and the phase changes per return by about

−4w/u = −(4P + 2V₀ sin α)/u.

This vanishes at sin α = −2P/V₀, which is possible only if |P| < V₀/2 = 1.7 × 10⁵ m/s. The root with cos α > 0 is stable, since a larger α gives a negative correction. Such electrons lock to an advancing phase and keep gaining speed. For |P| > V₀/2 the phase slips in one direction through advance and retreat alike, and the gain stays bounded. The electron above, launched at x = 0 with w = 5.93 × 10⁵ m/s, is of this kind: its energy rises to about 16 eV and no further. At 2 eV only about a fifth to a quarter of the thermal flux has |P| < V₀/2.

Away from resonance, fast electrons advance by a phase Δ = πω/ω_c per return. Their total velocity change is 2V₀ Σ cos(α + jΔ), with j from 0 to N − 1. To sum it, use

2 sin(Δ/2) cos(α + jΔ) = sin[α + (j + ½)Δ] − sin[α + (j − ½)Δ].

Neighbouring terms cancel and two sines remain, so the total change is at most 2V₀/|sin(Δ/2)| in magnitude. The bound disappears when Δ is a multiple of 2π, which is again ω_c = ω/(2n). This holds at leading order in w/u and V₀/u, for one sheath with unlimited plasma in front of it. At resonance the next order decides: for n = 1, only the electrons with |P| < V₀/2 keep gaining.

A collisionless simulation of this half-space followed 4000 electrons for ten periods. They were drawn from a 2 eV thermal flux with random RF phases; their mean energy in the plane of gyration was 2.95 eV at the start. The edge motion was held fixed while B was varied. The final mean energies were 9.4, 5.5, 33.5, 8.6, 5.2 and 3.9 eV at 0.5, 0.75, 1, 1.25, 1.5 and 2 times the resonance field. The largest is at the half-gyration resonance. That value has a sampling uncertainty of about 1 eV and is carried by a tail: the locked electrons hold roughly three quarters of the energy, while the median is near 6 eV. The value at half that field belongs to n = 2, where a normally launched electron receives half as many kicks in the same time. At the tempting field the heating is the weakest of the six.

A second simulation adds the opposite sheath at d = 5.2 cm and lasts only four periods, so its contrast cannot be compared directly with that of the first. At its end the mean energy is 7.26 ± 0.09 eV at resonance and 6.31 ± 0.09 eV at nearly zero field, where the uncertainties are standard errors of the sample. The gain over the initial 2.95 eV is 4.31 eV against 3.36 eV, or roughly 30 percent more. At 0.5, 1.5 and 2 times the resonance field the means are 5.9, 5.2 and 3.7 eV. Five fields do not fix the position of the maximum closely, but they show a modest enhancement at resonance in this gap after four periods. This is a snapshot and not a steady heating rate, and it belongs to electrons that all start at one edge moving into it. Electrons that cross the gap can lose energy at either sheath, and without collisions the advantage can shrink or nearly vanish at later times. For a population spread across the gap, part of which the field keeps away from both edges, it can even reverse.

**Corrections and the real discharge**

A real sheath is not a hard wall. For a uniform ion density n_s behind the edge, the restoring acceleration is −ω_ps² x, with ω_ps² = n_s e²/(ε₀m). For w = 0, conservation of P gives v_y = ω_c x, so

d²x/dt² = −(ω_ps² + ω_c²) x.

The electron spends half a period of this oscillation inside the sheath. For an edge at rest, the resonance condition becomes

π/ω_c + π/√(ω_ps² + ω_c²) = T.

The reflection takes 2.5 ns out of 73.75 ns. The gyration must be correspondingly faster, and the field rises by 3.5 percent to 0.251 mT. When the edge moves during the reflection, the shift also depends on the RF phase of the encounter and on the electron's speed. A denser sheath brings it back towards 0.242 mT. The sheath can hold these electrons: at its mean width its potential is e n_s s₀²/(2ε₀) = 113 V, far above the energies in the sequence.

The model also omits the static potential drop that accompanies the fall in density from n_b to n_s. For Boltzmann electrons at 2 eV it is (k_BT_e/e) ln 5 = 3.2 V, more than the 1 eV starting energy. An electron leaving the edge gains this energy on entering the bulk. If the drop is thin and w = 0 the return time is unchanged, but the reach after two kicks grows from 4.6 to about 5.2 cm, the mean position of the opposite edge. The count of three in (b) is therefore a result of the hard-wall model and is marginal in a real discharge.

Collisions are another serious limit. At 2 mTorr and 300 K, with rough argon momentum-transfer cross-sections of 3 × 10⁻²⁰ m² at 2 eV and 1.4 × 10⁻¹⁹ m² at 10 eV, the estimated probability of completing one period without a strongly deflecting collision is 0.89 and 0.29 respectively. Small deflections are not fully counted in this estimate. The last return in (b), made at 10.9 eV, is thus completed by roughly three electrons in ten. The collision rate is proportional to pressure, so at 10 mTorr the 10 eV probability falls to 0.29⁵ ≈ 0.002.

The low pressure of 2 mTorr and the wide gap both favour the resonance. The Earth's field, roughly 0.05 mT, is about a fifth of the resonance field, so its component along the applied field must be included when the coil current is set. A component normal to the electrodes tilts the total field out of their plane, where the orbit derived here no longer applies. The coil current cannot correct this, so that component should be cancelled separately. In a real discharge the densities, the sheath motion and the bulk field also respond to B. That response is absent here, so the simulated energies are not predictions of electron temperature or plasma density. The numerical output below lists the values used.

Table of computed values

```
RF frequency: 13.56 MHz; period: 73.75 ns
RF angular frequency: 8.5200e+07 rad/s
Resonant gyrofrequency omega_c: 4.2600e+07 rad/s
Resonance field: 0.2422 mT = 2.422 G
Field found from integrated orbit: 0.2422 mT
Ordinary cyclotron field: 0.4844 mT
Second return resonance (two periods): 0.1211 mT
Electrode gap: 6.2 cm
Bulk width between mean edges: 5.2 cm
Sheath edge amplitude: 5.0 mm
Sheath density: 5.0e+14 m^-3; bulk: 2.5e+15 m^-3
Bulk-to-edge displacement ratio: 0.20
Edge amplitude relative to bulk: 4.0 mm
Edge speed relative to bulk: 3.408e+05 m/s
After 0 kicks: speed 5.931e+05 m/s, energy 1.00 eV, reach 1.39 cm
After 1 kicks: speed 1.275e+06 m/s, energy 4.62 eV, reach 2.99 cm
After 2 kicks: speed 1.956e+06 m/s, energy 10.88 eV, reach 4.59 cm
After 3 kicks: speed 2.638e+06 m/s, energy 19.78 eV, reach 6.19 cm
Energy whose reach equals bulk width: 13.95 eV
Thermal return angle: mean 3.143, std 1.366 rad
Flux returning within quarter period of resonance: 0.383
Thermal phase correlation after one return: -0.068
Electron temperature: 2.0 eV
Initial mean in-plane energy: 2.95 eV
One sheath, 10 periods, B/B_res=0.50: 9.43 eV
One sheath, 10 periods, B/B_res=0.75: 5.51 eV
One sheath, 10 periods, B/B_res=1.00: 33.51 eV
One sheath, 10 periods, B/B_res=1.25: 8.60 eV
One sheath, 10 periods, B/B_res=1.50: 5.23 eV
One sheath, 10 periods, B/B_res=2.00: 3.88 eV
Two sheaths, 4 periods, B/B_res=0.001: 6.31 +/- 0.09 eV
Two sheaths, 4 periods, B/B_res=0.500: 5.88 +/- 0.09 eV
Two sheaths, 4 periods, B/B_res=1.000: 7.26 +/- 0.09 eV
Two sheaths, 4 periods, B/B_res=1.500: 5.21 +/- 0.07 eV
Two sheaths, 4 periods, B/B_res=2.000: 3.71 +/- 0.05 eV
Sheath reflection time: 2.49 ns
Resonance field with soft sheath: 0.2507 mT
Soft-sheath field shift: 3.49 percent
Holding potential at mean sheath width: 113 V
Argon: 2.0 mTorr, 300 K, density 6.44e+19 m^-3
At 2 eV, rough cross-section 3.0e-20 m^2: one-period survival 0.89
At 10 eV, rough cross-section 1.4e-19 m^2: one-period survival 0.29
Rough Earth field: 0.05 mT, 21 percent of resonance field
```
